\section*{Elastic Energy Density of a Piezoelectric Actuator: Ideal Limit and First Correction}

\section{Result}

A piezoelectric bar of short-circuit Young's modulus $Y$ and free strain $S_0$ can deliver, in one slow energising stroke, at most
\begin{equation}
w=\tfrac12 Y S_0^2
\label{eq:w}
\end{equation}
of mechanical work per unit active volume. For $Y=50$~GPa and $S_0=0.1$ percent,
\begin{equation}
w=\tfrac12\,(50\times10^{9}\ \mathrm{Pa})\,(10^{-3})^2
=25\ \mathrm{kJ/m^3}=25\ \mathrm{mJ/cm^3}.
\end{equation}
This is the limit of a load that is reduced continuously as the bar extends. If the load is instead removed in $N$ equal steps, the work is
\begin{equation}
W_N=w\left(1-\frac1N\right),
\label{eq:WN}
\end{equation}
so the first correction is $-w/N$. In this linear model the series in $1/N$ ends there.

The bar starts unloaded and unpowered at its rest length. The field only rises, and the bar is never pressed below its rest length. Stress is uniaxial and uniform, and the response is linear. Engineering units are used because atomic units are unnatural for a device of this size.

\section{The load line and the ideal limit}

Let $S$ be the strain measured from the unpowered rest length, $S_f$ the free strain at the present field, and $p$ the compressive stress that the bar exerts on its load. The strain is the free strain minus the elastic compression, $S=S_f-p/Y$, so
\begin{equation}
p=Y(S_f-S).
\label{eq:line}
\end{equation}
At full field $S_f=S_0$. The bar then exerts the blocked stress $p_b=YS_0=50$~MPa when $S=0$, and no stress when $S=S_0$.

Force times displacement, divided by volume, is stress times strain, so the work per volume is $W=\int p\,dS$. Hold the bar at $S=0$ while the field is raised; no work is done because nothing moves. Then release it slowly at full field:
\begin{equation}
W=\int_0^{S_0}Y(S_0-S)\,dS
=Y\left(S_0^2-\tfrac12S_0^2\right)=\tfrac12YS_0^2 .
\end{equation}
This is the triangle under the load line.

To see that no other permitted path does better, let the path end at strain $s\ge0$ and free strain $F\le S_0$. Since $S$ and $S_f$ both start at zero, integration by parts gives
\begin{align}
\frac WY&=\int S_f\,dS-\int S\,dS\nonumber\\
&=Fs-\int S\,dS_f-\tfrac12s^2 .
\label{eq:parts}
\end{align}
The remaining integral is not negative, because $S\ge0$ and $S_f$ never falls. Dropping it and using $Fs\le S_0s$,
\begin{equation}
\frac WY\le S_0s-\tfrac12s^2
=\tfrac12S_0^2-\tfrac12(S_0-s)^2\le\tfrac12S_0^2 .
\label{eq:bound}
\end{equation}
In a numerical search over 3000 permitted paths, smooth and noisy, none exceeded this ceiling; the best reached 0.9987 of it.

The condition $S\ge0$ matters. Press the unpowered bar to $S=-S_0/2$, which costs $YS_0^2/8$. Apply the full field at that length, so that the stress becomes $\tfrac32YS_0=75$~MPa, and release to $S_0$. The release yields $\tfrac12Y(\tfrac32S_0)^2=\tfrac98YS_0^2$, and the net work is
\begin{equation}
\left(\tfrac98-\tfrac18\right)YS_0^2=YS_0^2=50\ \mathrm{kJ/m^3}.
\end{equation}
Equation~\eqref{eq:w} therefore limits the stated stroke; it is not a limit on every possible cycle.

\section{The first correction: a load removed in steps}

Start from the blocked state at full field and lower the load stress by $p_b/N$ at a time. After step $j$ the load exerts the constant stress $p_j=p_b(1-j/N)$. The bar extends by $\Delta S=S_0/N$ and settles. The work received by the load is
\begin{align}
W_N&=\sum_{j=1}^{N}p_b\left(1-\frac jN\right)\frac{S_0}{N}\nonumber\\
&=\frac{p_bS_0}{N}\left[N-\frac1N\,\frac{N(N+1)}2\right]\nonumber\\
&=\frac{p_bS_0}{N}\,\frac{N-1}{2}
=\tfrac12YS_0^2\left(1-\frac1N\right),
\end{align}
where the last form uses $p_b=YS_0$. The missing energy consists of $N$ small triangles between the load line and the staircase, each of area $\tfrac12Y(S_0/N)^2$. Their sum is $w/N$. If the motion is lightly damped, it first appears as kinetic energy of the bar and of whatever moves with it, and is lost as they settle; under heavy damping it is dissipated directly. The amount lost is the same in both cases.

For $N=1$ the load vanishes at once and receives nothing. For $N=2$ one constant load is moved, and half the ideal work is delivered. Ten steps deliver nine tenths of it.

The case $N=2$ is also the best single constant load picked up from a stop at rest length. Such a load begins to move when the bar's stress reaches $p$, and it travels through the strain $S_0-p/Y$. Thus
\begin{equation}
W=p\left(S_0-\frac pY\right),\qquad
\frac{dW}{dp}=S_0-\frac{2p}{Y}=0,
\end{equation}
so $p=p_b/2$ and $W=YS_0^2/4=12.5\ \mathrm{kJ/m^3}$.

A weight carried throughout is a different case. It has already compressed the bar before the field is applied, so it is lifted through the full free strain and receives $pS_0$. At $p=p_b/2=25$~MPa this is 25~kJ/m$^3$. The agreement with $w$ is due to the chosen weight; this stroke starts at $S<0$ and lies outside the conditions of \eqref{eq:bound}.

\section{A spring load and its two limits}

Let the load be a linear spring, relaxed at $S=0$, whose stiffness is $r$ times that of the bar. Equilibrium at full field requires
\begin{equation}
rYS=Y(S_0-S)\quad\Longrightarrow\quad S=\frac{S_0}{1+r}.
\end{equation}
The energy in the spring per volume of the bar is
\begin{equation}
W_s=\tfrac12rYS^2=w\,\frac{r}{(1+r)^2}.
\end{equation}
Expanding $(1+r)^{-2}$ for a soft spring, and $(1+1/r)^{-2}$ for a stiff one, gives
\begin{equation}
W_s\simeq
\begin{cases}
w\,r\,(1-2r), & r\ll1,\\[2pt]
w\,r^{-1}(1-2/r), & r\gg1.
\end{cases}
\end{equation}
A soft spring takes nearly the full stroke at little force; a stiff spring takes nearly the blocked force over little stroke. Between these limits,
\begin{equation}
\frac{d}{dr}\frac{r}{(1+r)^2}=\frac{1-r}{(1+r)^3},
\end{equation}
which vanishes at $r=1$. The matched spring receives $w/4=6.25$~kJ/m$^3$. The maximum is broad: a factor of two in stiffness, either way, leaves $8/9$ of this value.

\section{Worked example}

Take a multilayer stack of soft lead zirconate titanate (PZT), 10~mm by 10~mm in section and 20~mm long. Its volume is 2~cm$^3$. Layers 60~$\mu$m thick at 2~kV/mm need 120~V. The free stroke is $10^{-3}\times20$~mm $=20\ \mu$m, and the blocked force is $50\ \mathrm{MPa}\times100\ \mathrm{mm^2}=5$~kN. Hence
\begin{equation}
\tfrac12(5\ \mathrm{kN})(20\ \mu\mathrm m)=50\ \mathrm{mJ},
\end{equation}
which is again 25~mJ/cm$^3$. With a rough density of 7800~kg/m$^3$ it is 3.2~J/kg. The matched spring has the stack's own stiffness, 250~N/$\mu$m, and receives a quarter of the 50~mJ.

\section{What the electrical source supplies}

For this section let $T=-p$ be tensile stress, and write
\begin{equation}
S=\frac TY+dE,\qquad D=dT+\varepsilon E,\qquad
k^2=\frac{d^2Y}{\varepsilon},
\end{equation}
with $\varepsilon$ the permittivity at constant stress. The free strain at $E_0=2$~kV/mm gives $d=S_0/E_0=500$~pm/V. A rough relative permittivity of 3000 then gives $k^2=0.47$.

While the bar is blocked, $T=-YdE$ and $D=\varepsilon(1-k^2)E$. The source supplies $\int E\,dD=\tfrac12\varepsilon(1-k^2)E_0^2$. During release at fixed voltage, $T$ rises from $-YdE_0$ to zero and $D$ rises by $Yd^2E_0$, so the source supplies a further $Yd^2E_0^2=2w$. Since $\tfrac12k^2\varepsilon E_0^2=\tfrac12Yd^2E_0^2=w$, the total is
\begin{equation}
\tfrac12\varepsilon E_0^2-w+2w=\tfrac12\varepsilon E_0^2+w .
\end{equation}
Numerically this is about 78~kJ/m$^3$, of which 53 remains stored in the free, charged bar and 25 is delivered. As the stored part equals $w/k^2$, the delivered share is $k^2/(1+k^2)=0.32$. In this lossless model all of the stored energy could be recovered; in a real stack the share recovered depends on the drive circuit and on the losses in the ceramic.

The voltage must be held during release. If the leads are opened after charging, $D$ is fixed and $E=(D-dT)/\varepsilon$. Then
\begin{equation}
S=(1-k^2)\frac TY+\frac{dD}{\varepsilon},
\end{equation}
and release from $T=-YS_0$ to zero yields
\begin{equation}
-\int T\,dS=\frac{1-k^2}{Y}\,\frac{(YS_0)^2}{2}=(1-k^2)w,
\end{equation}
or about 13~kJ/m$^3$. The bar is stiffer at constant charge, so its stress falls over a shorter stroke.

\section{Corrections from the material and the construction}

\subsection*{Passive length}

Let a fraction $q$ of the length be inactive but equally stiff. All layers carry the same stress, so the mean strain is $(1-q)S_0-p/Y$. The free strain in \eqref{eq:w} becomes $(1-q)S_0$, and per total volume
\begin{equation}
W_q=w(1-q)^2=w(1-2q+q^2).
\end{equation}
For $q=0.1$ the first correction gives $25(1-0.2)=20$~kJ/m$^3$; the full expression gives 20.25.

\subsection*{Limited stress}

Suppose the stress must not exceed $p_c<p_b$. Raise the field at $S=0$ until $p=p_c$, let the bar extend at that stress while the field rises to its full value, and then release it along the load line. The two moving parts give
\begin{align}
W_c&=p_c\left(S_0-\frac{p_c}{Y}\right)+\frac{p_c^2}{2Y}
=p_cS_0-\frac{p_c^2}{2Y}\nonumber\\
&=w\left[1-\left(1-\frac{p_c}{p_b}\right)^2\right].
\end{align}
The loss is quadratic in the missing fraction of stress, because only the narrow tip of the triangle is removed. For $p_c=30$~MPa, $W_c=30-9=21$~kJ/m$^3$.

\subsection*{The real stack}

A free strain near 0.1 percent at 2~kV/mm and a modulus near 50~GPa are roughly typical of soft PZT stacks. The assumption under most strain is linearity. Stress-driven domain switching may begin near 30~MPa, a rough figure that depends on composition and field, whereas the model's blocked stress is 50~MPa. Switching also softens the ceramic. With a rough large-signal modulus of 30~GPa and the same free strain, the ideal work falls in proportion to 15~kJ/m$^3$. This should not be multiplied by the loss from the stress cap: at 30~GPa the blocked stress is itself 30~MPa, and the cap removes nothing. The two estimates, 21 and 15~kJ/m$^3$, are rough guides and not bounds: the 30~GPa value is one average modulus applied over the whole stroke, although softening by switching would set in only above its onset. A passive fraction $q=0.1$ lowers them to 18 and 12~kJ/m$^3$ of total volume. These inputs thus suggest an ideal-load figure of roughly 12 to 21~kJ/m$^3$, and both the matched spring and the constant load picked up at rest length receive less. A weight carried throughout starts at $S<0$ and is not covered by this figure.

\subsection*{Loss, temperature and speed}

For a sinusoidal drive between zero and $E_0$, the field amplitude is $E_0/2$ and the dielectric loss per cycle is $\pi\varepsilon\tan\delta\,(E_0/2)^2$. For an unloaded bar with the relative permittivity of 3000 used above, a rough $\tan\delta=0.1$ gives 8.3~kJ/m$^3$, a third of $w$. The figure is proportional to $\varepsilon\tan\delta$, which in a real ceramic changes with drive level and load, so it fixes only the order of magnitude. With a rough heat capacity of 420~J/(kg\,K), this heats the ceramic by 2.5~mK per cycle, or 0.25~K/s at 100~Hz without cooling.

A warming of 20~K, with a rough expansion coefficient of magnitude 5~ppm/K, shifts the length by a tenth of the free stroke. If $d$ grows by a rough 0.2 percent per kelvin, then at fixed field and modulus $w$ changes by $1.04^2-1$, or 8 percent. The drive field is about a quarter of a rough breakdown field of 8~kV/mm.

``Slow'' means slow compared with the period of the lowest resonance that the stroke excites. For the lowest longitudinal mode of a bare stack fixed at one end, a quarter wavelength fits the length, so the frequency is $\sqrt{Y/\rho}/(4L)\approx32$~kHz, where $\rho$ is the density and $L$ the length. An attached mass lowers it. This is not the lowest mode of the stack. With its far end unguided it also bends: slender-beam theory gives $(1.875^2/2\pi L^2)\sqrt{Ya^2/12\rho}\approx10$~kHz for a side $a=10$~mm, and shear lowers this to roughly 9~kHz in so short a bar. An off-axis load excites this mode. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Young modulus: 50 GPa
free strain: 0.1 percent
drive field: 2 kV/mm
layer thickness: 60 um
drive voltage: 120 V
stack length: 20 mm
stack cross-section: 100 mm^2
stack volume: 2 cm^3
density (rough): 7800 kg/m^3
free stroke: 20 um
blocked stress: 50 MPa
blocked force: 5 kN
actuator stiffness: 250 N/um
ideal energy density: 25 kJ/m^3
same, per volume in cm^3: 25 mJ/cm^3
ideal energy per mass: 3.21 J/kg
ideal energy of stack: 50 mJ
admissible paths tried: 3000
best path / ceiling: 0.9987
precompressed path work: 50 kJ/m^3
its peak stress: 75 MPa
best spring / actuator stiffness: 1
best spring work: 6.25 kJ/m^3
best constant load / blocked: 0.5
best constant-load work: 12.5 kJ/m^3
carried-weight work, half blocked: 25 kJ/m^3
piezoelectric coefficient d: 500 pm/V
relative permittivity (rough): 3000
coupling k squared: 0.471
source energy: 78.1 kJ/m^3
energy left stored: 53.1 kJ/m^3
delivered / source energy: 0.32
open-lead release work: 13.2 kJ/m^3
switching-onset stress (rough): 30 MPa
stress-capped work: 21 kJ/m^3
large-signal modulus (rough): 30 GPa
work at that modulus: 15 kJ/m^3
passive length fraction: 0.1
work with passive layers: 20.25 kJ/m^3
loss tangent (rough): 0.1
dielectric loss per cycle: 8.3 kJ/m^3
heat capacity (rough): 420 J/(kg K)
adiabatic heating per cycle: 2.5 mK
heating rate at 100 Hz: 0.25 K/s
temperature rise considered: 20 K
expansion coefficient (rough): 5 ppm/K
thermal / free strain: 0.1
d change per kelvin (rough): 0.2 percent
energy change from d: 8.2 percent
breakdown field (rough): 8 kV/mm
drive / breakdown field: 0.25
lowest resonance: 31.6 kHz
\end{verbatim}
